# Zero-field mobility of a hopping chain with Gaussian site energies

## What an average hopping rate gets wrong

A carrier hops along a chain of molecules whose energies scatter with standard deviation $\sigma$. A tempting estimate of its mobility takes the rate of hopping from each site to one neighbour, averages it with the equilibrium occupation, and multiplies by the square of the spacing and by $e/kT$, where $e$ is the carrier's charge. Let $s=\sigma/kT$. For rates that split each energy difference equally between forward and backward hops, this estimate reduces the mobility of the ordered chain by $e^{-s^2/4}$. The correct factor is $e^{-3s^2/4}$. At $\sigma=0.05$ eV and 300 K the estimate is too large by $e^{s^2/2}\approx6.5$.

The choice of rate law also matters when data are read. Suppose $\sigma$ is extracted from the slope of $\ln(\mu T)$ against $1/T^2$, with the hopping prefactor taken as constant; the factor $T$ cancels the $1/kT$ in the mobility. The answer then depends on the coefficient of $s^2$. That coefficient is $1/2$ for trap-type rates and $3/4$ for symmetric ones, so choosing the wrong one of these two laws changes $\sigma$ by a factor $\sqrt{3/2}\approx1.22$. The constant prefactor is an assumption of the same weight. For $\sigma=0.05$ eV and a fit over 250 to 350 K, a trap-type prefactor activated by 0.060 eV inflates the fitted $\sigma$ by about 1.27, and the Marcus rates treated below, with $\lambda=0.3$ eV and their full temperature dependence, inflate it by about 1.21.

## The model

Sites $i$ have spacing $a$ and static energies $E_i=kT\,x_i$. The $x_i$ are independent Gaussian variables of mean zero and variance $s^2$. One carrier of charge $e>0$ hops between nearest neighbours. Two rate laws are compared:

$$W_{i\to i\pm1}=w_0e^{x_i}\quad\text{(trap-type)},$$
$$W_{i\to i\pm1}=w_0e^{-(x_{i\pm1}-x_i)/2}\quad\text{(symmetric)}.$$

In the first law the carrier climbs from its site to a common barrier top, so the target energy is irrelevant. In the second, "symmetric" refers to the equal split of the energy difference; it does not mean $W_{i\to j}=W_{j\to i}$.

With the Boltzmann weight $p_i=e^{-x_i}$, both laws obey detailed balance:

$$g_i\equiv p_iW_{i\to i+1}=p_{i+1}W_{i+1\to i}.$$

Thus $g_i$ belongs to the bond between $i$ and $i+1$. Direct substitution gives

$$g_i=w_0\ \text{(trap-type)},\qquad g_i=w_0e^{-(x_i+x_{i+1})/2}\ \text{(symmetric)}.$$

A field $F$ pointing towards larger $i$ lowers the energy by $eFa$ per hop. With $f=eFa/kT$, hops to the right are multiplied by $e^{f/2}$ and hops to the left by $e^{-f/2}$. Their ratio changes by $e^f$, as detailed balance in the tilted energies requires. Another split of the field would multiply both rates of a bond by a common factor $1+O(f)$. Since the current is itself of order $f$, this changes it only at order $f^2$ and leaves the zero-field mobility alone.

Let $P_i$ be the occupation of site $i$, and write $P_i=p_iq_i$. The net current through a bond is

$$J=g_i\left(e^{f/2}q_i-e^{-f/2}q_{i+1}\right).\tag{1}$$

In a steady state $J$ is the same for every bond. Both derivations start from this equation.

## First derivation: a ring in a vanishing field

Close $N$ sites into a ring and let $f\to0$ at fixed $N$. Without a field there is no current and all $q_i$ are equal. One carrier on the ring means $\sum_ip_iq_i=1$, so their common value is $Q=1/\sum_ip_i$. To first order, set $q_i=Q+f\eta_i$ and $J=fJ_1$. Then

$$\left(1+\tfrac f2\right)(Q+f\eta_i)-\left(1-\tfrac f2\right)(Q+f\eta_{i+1})
=f(Q+\eta_i-\eta_{i+1})+O(f^2),$$

and equation (1) becomes

$$\frac{J_1}{g_i}=Q+\eta_i-\eta_{i+1}.$$

Sum this over the ring. The differences of $\eta$ cancel because the last site is joined to the first, leaving

$$J_1\sum_i\frac1{g_i}=NQ=\frac{N}{\sum_ip_i}.$$

The bonds act as resistors $1/g_i$ in series. Each net crossing of a bond moves the carrier by $a$, and there are $N$ bonds, so the velocity is $v=NaJ$. With bars for averages along the ring,

$$v=\frac{af}{\overline{p}\;\overline{1/g}},\qquad
\mu=\frac vF=\frac{ea^2}{kT}\,\frac1{\overline p\;\overline{1/g}}.\tag{2}$$

The Einstein relation $D=\mu kT/e$ then gives $D=a^2/(\overline p\,\overline{1/g})$.

Equation (2) holds for any set of finite energies on the ring. It was tested on eight-site rings with energies of standard deviation $1.5\,kT$, random bond prefactors and five rate laws. The drift velocity from the master equation at $f=\pm10^{-4}$ agreed with (2) to a relative $1.9\times10^{-8}$ at worst. The diffusion constant, found separately from the decay of a long-wave density ripple, agreed to $4.9\times10^{-6}$.

### Gaussian averages

Now let $N$ grow. The averages along the ring approach averages over the disorder, written $\langle\cdots\rangle$. The only integral needed follows from completing the square, $tx-x^2/2s^2=t^2s^2/2-(x-ts^2)^2/2s^2$:

$$\langle e^{tx}\rangle=\int\frac{dx}{\sqrt{2\pi}\,s}\,e^{tx-x^2/2s^2}=e^{t^2s^2/2}.\tag{3}$$

With $t=-1$, $\langle p\rangle=e^{s^2/2}$. For trap-type rates $\langle1/g\rangle=1/w_0$. For symmetric rates the two ends of a bond are independent, and $t=1/2$ for each gives

$$\left\langle\frac1g\right\rangle=\frac{\langle e^{x/2}\rangle^2}{w_0}
=\frac{e^{s^2/8}e^{s^2/8}}{w_0}=\frac{e^{s^2/4}}{w_0}.$$

Let $\mu_0=ea^2w_0/kT$ be the mobility of the ordered chain. Equation (2) yields

$$\boxed{\frac\mu{\mu_0}=e^{-s^2/2}\ \text{(trap-type)},\qquad
\frac\mu{\mu_0}=e^{-3s^2/4}\ \text{(symmetric)}}\tag{4}$$

The factor $e^{-s^2/2}$, common to both laws, expresses the time spent on low sites. The extra $e^{-s^2/4}$ of the symmetric law comes from poorly conducting bonds between high sites, which a carrier on a line cannot avoid.

The estimate of the opening section replaces $1/\langle1/g\rangle$ by $\langle g\rangle$. For symmetric rates $\langle g\rangle=w_0e^{s^2/4}$, and the result is $e^{s^2/4-s^2/2}=e^{-s^2/4}$. It treats the bonds as parallel when they are in series. For trap-type rates all $g_i$ are equal and the mistake has no consequence.

### How long must the chain be?

The variance of $p$ relative to its squared mean is $e^{2s^2}/e^{s^2}-1=e^{s^2}-1$. To leading order at large $N$, the trap-type mobility therefore has relative variance $(e^{s^2}-1)/N$ from one ring to another. A chain with $N\gg e^{s^2}$ is representative, a demand that grows quickly on cooling. The condition is sufficient but not necessary. The variance is carried by sites near $x=-2s^2$, which have probability of order $e^{-2s^2}$, so on shorter rings the formula overstates the scatter of the mobility. At $s=3$ and $N=e^{s^2}$ it gives 1, while sampled rings scatter by about 0.26 and their median mobility lies about 13 per cent above the limit.

For symmetric rates both $\overline p$ and $\overline{1/g}$ fluctuate, and they are anticorrelated: a low site raises $p$ and lowers the resistance of its bonds. The two partly cancel, and for $s$ below about 1.26 the scatter is smaller than for trap-type rates. Put $r_i=w_0/g_i$. From (3), $\langle r_i^2\rangle/\langle r\rangle^2=e^{s^2/2}$. Neighbouring bonds share a site and have $\langle r_ir_{i+1}\rangle/\langle r\rangle^2=e^{s^2/4}$. A site and a bond that touches it have $\langle p_ir_i\rangle/\langle p\rangle\langle r\rangle=e^{-s^2/2}$. Each bond has two neighbours and each site two bonds, and the cross term of the square counts twice. Hence

$$N\,\frac{\mathrm{var}\,\mu}{\mu^2}\simeq(e^{s^2}-1)+(e^{s^2/2}-1)+2(e^{s^2/4}-1)+4(e^{-s^2/2}-1).$$

## Second derivation: an infinite chain in a finite field

Now take the chain infinite first and keep $f>0$. Solving (1) for $q_i$ gives

$$q_i=\frac{Je^{-f/2}}{g_i}+e^{-f}q_{i+1}.$$

Inserting the same relation for $q_{i+1}$, then for $q_{i+2}$, and so on, produces

$$q_i=Je^{-f/2}\sum_{n=0}^{\infty}\frac{e^{-nf}}{g_{i+n}}.$$

The remainder $e^{-nf}q_{i+n}$ has been dropped. A solution that kept it would contain a part $q_i\propto e^{fi}$, which is the currentless equilibrium piled up at the far end. It is absent from a stationary flow of uniform mean density.

That mean density per site is $\langle p_iq_i\rangle$, and it equals $aJ/v$. Therefore

$$\frac av=e^{-f/2}\sum_{n=0}^{\infty}e^{-nf}\left\langle\frac{p_i}{g_{i+n}}\right\rangle.\tag{5}$$

**Trap-type rates.** Every average equals $e^{s^2/2}/w_0$. The geometric series sums to $1/(1-e^{-f})$, and $e^{f/2}(1-e^{-f})=2\sinh(f/2)$, so

$$v=2aw_0\sinh(f/2)\,e^{-s^2/2}.\tag{6}$$

With the chosen split of the field, disorder enters as the same factor at every field.

**Symmetric rates.** For $n=0$ the site $i$ is one end of the bond, and its weight partly cancels the resistance:

$$\left\langle\frac{p_i}{g_i}\right\rangle=\frac{\langle e^{-x_i/2}\rangle\langle e^{x_{i+1}/2}\rangle}{w_0}=\frac{e^{s^2/4}}{w_0}.$$

For $n\ge1$ site and bond are independent, and the average is $e^{s^2/2}e^{s^2/4}/w_0=e^{3s^2/4}/w_0$. Since $\sum_{n\ge1}e^{-nf}=e^{-f}/(1-e^{-f})$,

$$\frac{aw_0}{v}=e^{-f/2}\left[e^{s^2/4}+e^{3s^2/4}\frac{e^{-f}}{1-e^{-f}}\right].$$

Taking out $e^{3s^2/4}/(1-e^{-f})$ and inverting,

$$v=\frac{2aw_0\sinh(f/2)\,e^{-3s^2/4}}{e^{-f}+(1-e^{-f})e^{-s^2/2}}.\tag{7}$$

As $f\to0$, $2\sinh(f/2)\to f$ and the denominator tends to 1. Since $af=eFa^2/kT$, equations (6) and (7) return both results in (4).

The approach to the limit differs. The denominator of (7) is $1-f(1-e^{-s^2/2})+O(f^2)$. Mirror symmetry covers negative fields, so for symmetric rates

$$\frac{\mu(F)}{\mu(0)}=1+|f|\left(1-e^{-s^2/2}\right)+O(f^2),\tag{8}$$

whereas (6) gives $1+f^2/24+\dots$ for trap-type rates. Both expansions belong to the equal split of the field. If hops along the field gain $e^{\theta|f|}$ and hops against it $e^{-(1-\theta)|f|}$, the velocity is multiplied by $e^{(\theta-1/2)|f|}$, which adds a term $(\theta-\tfrac12)|f|$ to each. In the opposite limit, $f\gg s^2/2$ and $f\gg1$, equation (7) becomes $v\simeq aw_0e^{f/2}e^{-s^2/4}$. Backward hops have then died out, and only the mean waiting time for a forward hop is left.

Master equations on one random ring of 400,000 sites with $s=1.5$ tested (6) and (7). For symmetric rates, $v/(aw_0f)$ was 0.1882, 0.2267 and 0.3391 at $f=0.02$, 0.3 and 1, against 0.1875, 0.2251 and 0.3364 from (7). For trap-type rates the deviations from (6) were also below one per cent.

## What each derivation assumes

Both assume static energies, nearest-neighbour hops, detailed balance and a single carrier. They differ in the order of limits. The first sends the field to zero on a finite ring and then lengthens the ring. The second starts with an infinite chain and then removes the field.

The limits agree for a reason that can be counted. The product $\overline p\,\overline{1/g}$ contains $N^2$ pairs of a site and a bond, of which $2N$ touch. These pairs have the smaller average $e^{s^2/4}$, but their share $2/N$ vanishes. In (5) the touching pair is the term $n=0$, with share $1-e^{-f}\approx f$, which vanishes too. At finite field the share remains, and it is the source of the linear term in (8).

The first derivation needs no independence until the averages are taken, so it extends easily to other cases. If neighbouring energies have correlation coefficient $c$, and correlations fade along the chain, the variance of $(x_i+x_{i+1})/2$ is $s^2(1+c)/2$. Then $\langle1/g\rangle=e^{s^2(1+c)/4}/w_0$, and the symmetric factor becomes $e^{-(3+c)s^2/4}$. The trap-type factor is unchanged.

Marcus rates multiply the symmetric $g_i$ by $e^{-\Delta^2/4\lambda kT}$, where $\Delta=E_{i+1}-E_i$ and $\lambda$ is the reorganization energy; $w_0$ is now the rate at $\Delta=0$. The sum and difference of two independent Gaussians of equal variance are independent. As $\Delta$ has variance $2\sigma^2$, the resistance gains the factor

$$\left\langle e^{\Delta^2/4\lambda kT}\right\rangle=\left(1-\frac{\sigma^2}{\lambda kT}\right)^{-1/2},$$

and the mobility is multiplied by its inverse. For $kT\le\sigma^2/\lambda$ the mean resistance diverges, and the mobility of the infinite chain vanishes.

The second derivation needs the averages $\langle p_i/g_{i+n}\rangle$ at all distances, which is more information about the disorder. In return it gives the field dependence and shows how small a field must be to count as zero.

## A molecular column at room temperature

Take $a=0.35$ nm, $\sigma=0.05$ eV, $T=300$ K and $w_0=10^{12}\ \mathrm{s^{-1}}$. With $kT=0.02585$ eV, $s=1.934$ and $s^2=3.741$. The ordered chain has

$$\mu_0=\frac{(0.35\times10^{-7}\,\mathrm{cm})^2\times10^{12}\,\mathrm{s^{-1}}}{0.02585\,\mathrm V}=0.0474\ \mathrm{cm^2/Vs}.$$

The disorder factors are $e^{-1.870}=0.154$ and $e^{-2.806}=0.0605$, so

$$\mu_{\rm trap}=7.3\times10^{-3}\ \mathrm{cm^2/Vs},\qquad
\mu_{\rm sym}=2.9\times10^{-3}\ \mathrm{cm^2/Vs}.$$

Weighting the Gaussian with $e^{-x}$ shifts its centre by $-s^2$, as the completed square shows. The mean equilibrium energy is thus $-\sigma^2/kT=-0.097$ eV. Differentiating $-\ln(\mu/\mu_0)$ with respect to $1/kT$ gives the activation energy due to disorder: $\sigma^2/kT=0.097$ eV for trap-type rates and $3\sigma^2/2kT=0.145$ eV for symmetric ones. The first is the climb from the mean equilibrium energy to the centre of the distribution; the second adds the bond resistance. With $w_0$ held fixed, warming from 250 to 350 K raises the trap factor from 0.068 to 0.253 and the symmetric factor from 0.018 to 0.127. A real $w_0$ adds its own temperature dependence.

At 0.1 MV/cm, $f=0.135$. Equation (8) predicts a rise of $0.135\times(1-0.154)\approx11$ per cent for symmetric rates, and the full expression (7) gives 12 per cent. With the equal split of the field, the trap-type mobility rises by only 0.08 per cent; an unequal split would add the linear term given after (8).

A length of 1 µm holds 2857 sites. A batch of 2000 sampled rings of this length had a relative scatter in mobility of 0.106 for trap-type and 0.115 for symmetric rates; other batches of that size range over 0.102 to 0.107 and 0.109 to 0.115. The large-$N$ formulas give 0.120 and 0.127. The difference arises on inversion. In sampled rings $\overline p$ itself scatters by 0.120, as the formula says, but it has a long tail towards large values (skewness about 2.6), and taking $1/\overline p$ compresses that tail.

The trap law has a less visible limit. If $w_0$ arises from an attempt rate of $10^{13}\ \mathrm{s^{-1}}$, the common barrier top lies $kT\ln10=0.060$ eV above the mean energy, and 12 per cent of the sites lie higher still. For them the law would give a rate above the attempt rate. Letting the barrier rise with such sites multiplies the mobility by 0.57, to about $4.2\times10^{-3}\ \mathrm{cm^2/Vs}$. A barrier raised by a site of energy $kT\,x$ enters the mean resistance with a factor proportional to $e^{x}$, and this weight moves the centre of the Gaussian up to $+\sigma^2/kT$. With the top at $t\,kT$, each end of a bond adds at most $\langle e^{x-t}\rangle$, so the mean resistance grows by a fraction below $2e^{s^2/2-t}$. The pure trap law is therefore safe when the top exceeds $\sigma^2/2kT=0.048$ eV by several $kT$; here it does so by less than half a $kT$.

These parameters are round numbers in the rough regime of hole transport along columns of discotic liquid crystals, where mobilities of roughly $10^{-3}$ to $10^{-1}\ \mathrm{cm^2/Vs}$ are typical. Both results lie in the lower part of that range, which reflects the chosen $w_0$ and $\sigma$ and is no test of the model. Real columns break several assumptions. Changed one at a time, with the rest held fixed, these multiply the symmetric mobility as follows:

- Neighbour correlation $c=0.3$: 0.76.
- Marcus rates with $\lambda=0.3$ eV: 0.82. The divergence lies at 97 K.
- A spread of 0.5 in the logarithm of the bond rates, about a fixed median: 0.88.
- Second-neighbour hops with prefactor $0.01\,w_0$: 1.16, on one random chain of 20,000 sites.
- $10^{-4}$ carriers per site: 1.004 in a mean-field resistor estimate, which omits correlations between carriers that can change the last digit.

For these chosen sizes each shift is at most about a quarter, and the factors need not simply multiply when the changes act together. Larger shifts are near at hand. A second-neighbour prefactor of $0.03\,w_0$ gives about 1.4. The factor 0.88 assumes a lognormal spread; if the rate goes as $J^2$ with a Gaussian transfer integral $J$, the weakest bonds dominate, and the median factor for a 1 µm chain is about 0.77 at a relative spread of 0.25 in $J$ and about 0.09 at 0.35. Motion of the molecules, which makes the energies change in time, and repulsion between carriers on different sites are not sized here. The ratio $\hbar w_0/kT=0.025$ is small, as a hopping picture requires, though this alone does not establish it. The numerical output lists the values in full.

## Computed results

```
small rings, worst relative error, mobility: 1.9e-08
small rings, worst relative error, diffusion: 4.9e-06
long ring: s = 1.5, sites = 400000
 f=0.02 mu/mu0 trap 0.3267 (formula 0.3247), symmetric 0.1882 (formula 0.1875)
 f=0.30 mu/mu0 trap 0.3280 (formula 0.3259), symmetric 0.2267 (formula 0.2251)
 f=1.00 mu/mu0 trap 0.3405 (formula 0.3383), symmetric 0.3391 (formula 0.3364)
 f->0 formula: trap 0.3247, symmetric 0.1850
spacing a = 0.35 nm, sigma = 0.05 eV, T = 300 K
w0 = 1.0e+12 1/s, kT = 0.02585 eV
s = 1.9341, s^2 = 3.7407
ordered-chain mobility mu0 = 0.04739 cm2/Vs
trap factor = 0.1541, mobility = 7.301e-03 cm2/Vs
symmetric factor = 0.0605, mobility = 2.866e-03 cm2/Vs
Miller-Abrahams factor = 0.0130
equilibrium mean energy = -0.0967 eV
disorder activation energy: trap 0.0967 eV, symmetric 0.1451 eV
 T=250 K: s=2.321, trap 0.0677, symmetric 0.0176, Marcus/symmetric 0.783
 T=300 K: s=1.934, trap 0.1541, symmetric 0.0605, Marcus/symmetric 0.823
 T=350 K: s=1.658, trap 0.2531, symmetric 0.1273, Marcus/symmetric 0.851
Neglected effects, as ratio to the zero-field result at 300 K:
 field 0.1 MV/cm, f = 0.1354: trap 1.0008, symmetric 1.1208
 Marcus, lambda = 0.3 eV: sigma^2/(lambda kT) = 0.322
 Marcus validity limit: T > 96.7 K
 neighbour correlation 0.3: symmetric 0.755
 spread of ln(bond rate) 0.5: both laws 0.882
 second-neighbour rate 0.01 w0: trap 1.040, symmetric 1.156
 filling 1e-04 carriers per site: symmetric 1.0039
 attempt rate 1e+13 1/s: barrier top 0.0595 eV above mean
 share of sites above top 0.117, trap ratio 0.570
column 1.0 um = 2857 sites, relative scatter of mobility:
 trap: sampled 0.106, large-N formula 0.120
 symmetric: sampled 0.115, large-N formula 0.127
hbar w0 / kT = 0.0255
```
